# Why the semilocal kernel vanishes in collinear spin-flip TDDFT: test program

```python
# Result under test: for a collinear functional with exact-exchange fraction c,
# the spin-flip response matrices of a real Kohn-Sham determinant are
#   A(ia,jb) = delta_ij delta_ab (e_a,beta - e_i,alpha) - c (ij|ab)
#   B(ia,jb) = - c (aj|bi)     (coupling of alpha->beta to beta->alpha flips)
# Hartree and collinear semilocal kernels contribute nothing.
# i,j: occupied orbitals; a,b: virtual orbitals; (pq|rs): Coulomb integrals in
# charge-density order; P: two-component density matrix; theta: rotation angle.
# Method: explicit energies of spin-rotated determinants versus the formulas.
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

EV = physical_constants["Hartree energy in eV"][0]
METHODS = {"LDA-x": "lda,", "BLYP": "b88,lyp",
           "BHandHLYP": "0.5*HF + 0.5*B88, LYP", "HF": None}
BOND, STRETCHED, THETA = 1.09, 2.00, 0.002


def methane(first_bond, spin):
    directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
    lengths = np.array([first_bond, BOND, BOND, BOND])
    hydrogens = directions * lengths[:, None] / np.sqrt(3)
    atoms = [("C", (0.0, 0.0, 0.0))] + [("H", tuple(h)) for h in hydrogens]
    return gto.M(atom=atoms, basis="6-31g", spin=spin, verbose=0)


def solve(mol, xc):
    if xc is None:
        mf = scf.UHF(mol) if mol.spin else scf.RHF(mol)
        fraction = 1.0
    else:
        mf = dft.UKS(mol) if mol.spin else dft.RKS(mol)
        mf.xc = xc
        mf.grids.level = 1
        fraction = mf._numint.hybrid_coeff(xc, spin=mol.spin)
    mf.conv_tol = 1e-11
    mf.max_cycle = 150
    mf.kernel()
    assert mf.converged
    return mf, fraction


def integrals(eri, c1, c2, c3, c4):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c1, c2, c3, c4,
                     optimize=True)


def flip_matrix(gaps, exchange, fraction):
    # exchange is ordered (i,j,a,b); the matrix is ordered (ia,jb)
    size = gaps.size
    coupling = exchange.transpose(0, 2, 1, 3).reshape(size, size)
    return np.diag(gaps.ravel()) - fraction * coupling


def dirac_kernel(rho_a, rho_b):
    # (v_alpha - v_beta)/(rho_alpha - rho_beta) for Dirac exchange
    a, b = np.cbrt(np.maximum(rho_a, 0)), np.cbrt(np.maximum(rho_b, 0))
    denominator = a * a + a * b + b * b
    safe = np.maximum(denominator, 1e-12)
    return np.where(denominator > 1e-12, -np.cbrt(6 / np.pi) / safe, 0.0)


# ---------- closed-shell methane: the triplet components must agree ----------
print(f"CH4, 6-31G, C-H = {BOND:.2f} angstrom; stretched bond = "
      f"{STRETCHED:.2f} angstrom")
print("Closed shell: lowest energies in eV")
print("method      c     orbital gap  collinear flip  Ms=0 triplet (TDA)")
mol = methane(BOND, 0)
eri = mol.intor("int2e")
for name, xc in METHODS.items():
    mf, fraction = solve(mol, xc)
    nocc = mol.nelectron // 2
    c_occ, c_vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
    gaps = mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]
    matrix = flip_matrix(gaps, integrals(eri, c_occ, c_occ, c_vir, c_vir),
                         fraction)
    flip = np.linalg.eigvalsh(matrix)[0]
    td = mf.TDA()
    td.singlet = False
    td.nstates = 6
    td.conv_tol = 1e-8
    td.kernel()
    triplet = np.min(td.e)
    print(f"{name:10s} {fraction:4.2f} {gaps.min()*EV:12.3f} "
          f"{flip*EV:15.3f} {triplet*EV:15.3f}")
    if name == "HF":
        assert abs(flip - triplet) < 1e-5
    else:
        assert flip - triplet > 1e-3
    if name == "LDA-x":
        ao = dft.numint.eval_ao(mol, mf.grids.coords)
        occ, vir = ao @ c_occ, ao @ c_vir
        half_density = (occ**2).sum(axis=1)
        kernel = dirac_kernel(half_density, half_density)
        pairs = (occ[:, :, None] * vir[:, None, :]).reshape(len(ao), -1)
        added = pairs.T @ (pairs * (mf.grids.weights * kernel)[:, None])
        noncollinear_flip = np.linalg.eigvalsh(matrix + added)[0]
        assert abs(noncollinear_flip - triplet) < 2e-5
print(f"LDA-x noncollinear flip: {noncollinear_flip*EV:.3f} eV")

# ---------- stretched methane, triplet reference: rotated determinants ----------
mol = methane(STRETCHED, 2)
eri = mol.intor("int2e")
n = mol.nao
na, nb = mol.nelec
exchange_order = eri.transpose(0, 3, 1, 2).reshape(n * n, n * n)
coulomb_order = eri.reshape(n * n, n * n)
rng = np.random.default_rng(7)
x_random = rng.normal(size=(na, n - nb))
y_random = rng.normal(size=(nb, n - na))
norm = np.sqrt((x_random**2).sum() + (y_random**2).sum())
x_random, y_random = x_random / norm, y_random / norm


def hartree(P):
    total = (P[:n, :n] + P[n:, n:]).ravel()
    return 0.5 * total @ coulomb_order @ total


def exact_exchange(P):
    spin_blocks = [P[:n, :n], P[:n, n:], P[n:, :n], P[n:, n:]]
    return -0.5 * sum(b.ravel() @ exchange_order @ b.ravel()
                      for b in spin_blocks)


print("Triplet reference, stretched bond; all energies in eV")
print("Second-order energy along one random flip direction, per theta^2:")
print("method      total(numerical) total(formula) Hartree-k semilocal-k exchange-k")
summary = []
for name, xc in METHODS.items():
    mf, fraction = solve(mol, xc)
    ca, cb = np.asarray(mf.mo_coeff)
    ea, eb = np.asarray(mf.mo_energy)
    orbitals = block_diag(ca, cb)
    occupied = np.r_[np.arange(na), n + np.arange(nb)]
    core = mf.get_hcore()

    def semilocal(P):
        if xc is None:
            return 0.0, np.zeros((2, n, n))
        dms = np.array([P[:n, :n], P[n:, n:]])
        _, energy, potential = mf._numint.nr_uks(mol, mf.grids, xc, dms)
        return float(energy), np.asarray(potential)

    def total_energy(P, xc_energy):
        one_body = np.sum(core * (P[:n, :n] + P[n:, n:]))
        return (one_body + hartree(P) + fraction * exact_exchange(P)
                + xc_energy)

    def rotated(x, y, angle):
        generator = np.zeros((2 * n, 2 * n))
        generator[n + nb:, :na] = x.T
        generator[na:n, n:n + nb] = y.T
        generator -= generator.T
        c = orbitals @ expm(angle * generator)[:, occupied]
        return c @ c.T

    P0 = orbitals[:, occupied] @ orbitals[:, occupied].T
    xc0, v0 = semilocal(P0)
    E0 = total_energy(P0, xc0)
    assert abs(E0 + mol.energy_nuc() - mf.e_tot) < 1e-7

    if name == "LDA-x":
        ao = dft.numint.eval_ao(mol, mf.grids.coords)
        weights = mf.grids.weights

    def noncollinear_energy(P):
        raa, rab, rbb = [np.sum((ao @ block) * ao, axis=1) for block in
                         (P[:n, :n], P[:n, n:], P[n:, n:])]
        length = np.sqrt((raa - rbb)**2 + 4 * rab**2)
        up = np.maximum((raa + rbb + length) / 2, 0)
        down = np.maximum((raa + rbb - length) / 2, 0)
        return (-0.75 * np.cbrt(6 / np.pi)
                * np.sum(weights * (up**(4 / 3) + down**(4 / 3))))

    def curvature(x, y):
        # total energy change, then the part of each interaction beyond the
        # term linear in the density matrix (the action of its kernel)
        values = []
        for angle in (THETA, THETA / 2):
            P = rotated(x, y, angle)
            d = P - P0
            xc_now, _ = semilocal(P)
            linear = np.sum(v0[0] * d[:n, :n]) + np.sum(v0[1] * d[n:, n:])
            row = [total_energy(P, xc_now) - E0, hartree(d),
                   xc_now - xc0 - linear, fraction * exact_exchange(d), 0.0]
            if name == "LDA-x":
                row[4] = (noncollinear_energy(P) - noncollinear_energy(P0)
                          - xc_now + xc0)
            values.append(np.array(row) / angle**2)
        return (4 * values[1] - values[0]) / 3

    gaps_x = eb[None, nb:] - ea[:na, None]
    gaps_y = ea[None, na:] - eb[:nb, None]
    ex_x = integrals(eri, ca[:, :na], ca[:, :na], cb[:, nb:], cb[:, nb:])
    ex_y = integrals(eri, cb[:, :nb], cb[:, :nb], ca[:, na:], ca[:, na:])
    ex_b = integrals(eri, cb[:, nb:], cb[:, :nb], ca[:, na:], ca[:, :na])
    x, y = x_random, y_random
    gap_part = np.sum(x**2 * gaps_x) + np.sum(y**2 * gaps_y)
    exchange_part = -fraction * (
        np.einsum("ijab,ia,jb->", ex_x, x, x, optimize=True)
        + np.einsum("ijab,ia,jb->", ex_y, y, y, optimize=True)
        + 2 * np.einsum("ajbi,ia,jb->", ex_b, x, y, optimize=True))
    measured = curvature(x, y)
    formula = gap_part + exchange_part
    print(f"{name:10s} {measured[0]*EV:14.4f} {formula*EV:14.4f} "
          f"{measured[1]*EV:11.4f} {measured[2]*EV:11.4f} "
          f"{measured[3]*EV:11.4f}")
    # tolerance in hartree: finite angle and low-density tails of the grid
    assert abs(measured[0] - formula) < 2e-4
    assert abs(measured[1]) < 2e-4 and abs(measured[2]) < 2e-4
    assert abs(measured[3] - exchange_part) < 2e-4

    if name == "LDA-x":
        assert abs(noncollinear_energy(P0) - xc0) < 1e-6
        oa, va = ao @ ca[:, :na], ao @ ca[:, na:]
        ob, vb = ao @ cb[:, :nb], ao @ cb[:, nb:]
        transition = np.sum((oa @ x) * vb, axis=1) + np.sum((ob @ y) * va, axis=1)
        kernel = dirac_kernel(np.sum(oa**2, axis=1), np.sum(ob**2, axis=1))
        nc_formula = np.sum(weights * kernel * transition**2)
        nc_measured = measured[4]
        assert abs(nc_measured - nc_formula) < 2e-4
        assert abs(nc_formula) > 1e-3

    # coupling between the frontier flip and its strongest exchange partner
    candidates = np.abs(ex_x[na - 1, :, 0, :])
    candidates[na - 1, 0] = 0.0
    j, b = np.unravel_index(np.argmax(candidates), candidates.shape)
    first, second = np.zeros_like(x), np.zeros_like(x)
    first[na - 1, 0] = 1.0
    second[j, b] = 1.0
    none = np.zeros_like(y)
    coupling = (curvature(first + second, none)[0]
                - curvature(first - second, none)[0]) / 4
    integral = ex_x[na - 1, j, 0, b]
    assert abs(integral) > 1e-3
    assert abs(coupling + fraction * integral) < 2e-4

    energies, vectors = np.linalg.eigh(flip_matrix(gaps_x, ex_x, fraction))
    weight = np.max(vectors[:, 0]**2)

    # turn the whole determinant by 90 degrees in spin space
    half = np.pi / 4
    turn = np.kron([[np.cos(half), -np.sin(half)],
                    [np.sin(half), np.cos(half)]], np.eye(n))
    P_turned = turn @ P0 @ turn.T
    turn_error = total_energy(P_turned, semilocal(P_turned)[0]) - E0
    if name == "HF":
        assert abs(turn_error) < 1e-8
    else:
        assert turn_error > 1e-3
    if name == "LDA-x":
        nc_turn = noncollinear_energy(P_turned) - noncollinear_energy(P0)
        assert abs(nc_turn) < 1e-8
    summary.append((name, integral, coupling, gaps_x.min(), energies[0],
                    weight, turn_error))

print(f"LDA-x noncollinear kernel, same direction: numerical "
      f"{nc_measured*EV:.4f} eV, formula {nc_formula*EV:.4f} eV")
print("Coupling of the frontier flip to its strongest exchange partner (eV):")
print("method      integral (ij|ab)  numerical coupling")
for name, integral, coupling, *_ in summary:
    print(f"{name:10s} {integral*EV:14.4f} {coupling*EV:17.4f}")
print("Lowest collinear flip in TDA, and energy error of a 90-degree spin turn:")
print("method      smallest gap (eV)  flip (eV)  largest weight  turn error (eV)")
for name, _, _, gap, energy, weight, error in summary:
    print(f"{name:10s} {gap*EV:14.3f} {energy*EV:13.3f} {weight:13.3f} "
          f"{abs(error)*EV:15.3f}")
print(f"LDA-x noncollinear: turn error {abs(nc_turn)*EV:.3f} eV")
print("all tests passed")
```

It prints:

```
CH4, 6-31G, C-H = 1.09 angstrom; stretched bond = 2.00 angstrom
Closed shell: lowest energies in eV
method      c     orbital gap  collinear flip  Ms=0 triplet (TDA)
LDA-x      0.00       11.514          11.514          10.836
BLYP       0.00       11.761          11.761          11.235
BHandHLYP  0.50       16.812          12.066          11.773
HF         1.00       21.705          11.699          11.699
LDA-x noncollinear flip: 10.836 eV
Triplet reference, stretched bond; all energies in eV
Second-order energy along one random flip direction, per theta^2:
method      total(numerical) total(formula) Hartree-k semilocal-k exchange-k
LDA-x             54.3309        54.3309      0.0000     -0.0000      0.0000
BLYP              54.6634        54.6634      0.0000     -0.0000      0.0000
BHandHLYP         57.2673        57.2673      0.0000     -0.0000     -5.6371
HF                59.9793        59.9793      0.0000      0.0000    -11.4861
LDA-x noncollinear kernel, same direction: numerical -1.1432 eV, formula -1.1432 eV
Coupling of the frontier flip to its strongest exchange partner (eV):
method      integral (ij|ab)  numerical coupling
LDA-x             -2.3452            0.0000
BLYP               3.4154            0.0000
BHandHLYP          3.6617           -1.8308
HF                -3.2151            3.2151
Lowest collinear flip in TDA, and energy error of a 90-degree spin turn:
method      smallest gap (eV)  flip (eV)  largest weight  turn error (eV)
LDA-x               0.426         0.426         1.000           2.363
BLYP               -0.523        -0.523         1.000           1.764
BHandHLYP           4.573        -1.774         0.953           0.559
HF                 11.175        -2.127         0.847           0.000
LDA-x noncollinear: turn error 0.000 eV
all tests passed
```
